# Schwinger Scattering of a Neutral Magnetic Moment and Small-Angle Polarization

## What symmetry and dimensions fix

A neutral spin-1/2 particle of mass \(m\) and magnetic moment \(\mu\boldsymbol\sigma\) scatters from a fixed point charge \(Ze\) without spin. Its momentum changes from \(\mathbf k\) to \(\mathbf k'\), with \(|\mathbf k'|=|\mathbf k|=k\), through the angle \(\theta\). Units have \(\hbar=c=1\) with Gaussian charge, so \(e^2=\alpha\) is a pure number.

The amplitude is a \(2\times2\) matrix in spin space, a number plus a vector contracted with \(\boldsymbol\sigma\). Since \(\boldsymbol\sigma\) is axial, parity requires an axial vector built from \(\mathbf k\) and \(\mathbf k'\). This must lie along

\[
\mathbf n=\frac{\mathbf k\times\mathbf k'}{|\mathbf k\times\mathbf k'|}.
\]

To first order in \(\mu\), the amplitude is a matrix element of a Hermitian interaction between plane waves. Exchanging \(\mathbf k\) and \(\mathbf k'\) must therefore give the Hermitian conjugate. The exchange reverses \(\mathbf n\) and leaves \(\theta\) alone, so the spin-independent part is real and the coefficient of \(\boldsymbol\sigma\cdot\mathbf n\) is imaginary.

A moment is a charge times a length, so \(b=Ze\mu\) is a length. The amplitude is linear in \(b\), and \(k\) and \(m\) can enter through their ratio alone:

\[
f=b\left[A(\theta,k/m)+i\,C(\theta,k/m)\,\boldsymbol\sigma\cdot\mathbf n\right],\qquad A,C\ \text{real}.
\]

Two derivations give \(C=\cot(\theta/2)\).

## First derivation: Dirac–Pauli equation and plane waves

The moment couples through \(-\tfrac{\mu}{2}\bar\psi\sigma^{\mu\nu}F_{\mu\nu}\psi\). With metric \((+,-,-,-)\), \(\sigma^{0i}=i\alpha^i\) and \(F_{0i}=E^i\), one has \(\tfrac12\sigma^{\mu\nu}F_{\mu\nu}=i\boldsymbol\alpha\cdot\mathbf E-\boldsymbol\Sigma\cdot\mathbf B\). The interaction Hamiltonian is minus the Lagrangian term, \(\mu\beta(i\boldsymbol\alpha\cdot\mathbf E-\boldsymbol\Sigma\cdot\mathbf B)\). Its magnetic part reduces to \(-\mu\boldsymbol\sigma\cdot\mathbf B\) at rest, which confirms the meaning of \(\mu\). In a static electric field

\[
H=\boldsymbol\alpha\cdot\mathbf p+\beta m+i\mu\beta\boldsymbol\alpha\cdot\mathbf E .
\]

Let \(\varphi,\chi\) be the upper and lower two-component spinors and \(\varepsilon\) the energy. The matrix \(\beta\boldsymbol\alpha\) has blocks \(+\boldsymbol\sigma\) (upper right) and \(-\boldsymbol\sigma\) (lower left), so

\[
(\varepsilon-m)\varphi=\boldsymbol\sigma\cdot(\mathbf p+i\mu\mathbf E)\chi,\qquad
(\varepsilon+m)\chi=\boldsymbol\sigma\cdot(\mathbf p-i\mu\mathbf E)\varphi .
\]

Multiply the first equation by the constant \(\varepsilon+m\), insert the second, and use \(\varepsilon^2-m^2=k^2\):

\[
k^2\varphi=\left\{p^2+\mu^2E^2-i\mu\left[(\boldsymbol\sigma\cdot\mathbf p)(\boldsymbol\sigma\cdot\mathbf E)-(\boldsymbol\sigma\cdot\mathbf E)(\boldsymbol\sigma\cdot\mathbf p)\right]\right\}\varphi .
\]

Apply \((\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf c)=\mathbf a\cdot\mathbf c+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf c)\), keeping operator order. Here \(\mathbf p\cdot\mathbf E-\mathbf E\cdot\mathbf p=-i\nabla\cdot\mathbf E\). Because \(\nabla\times\mathbf E=0\), also \(\mathbf p\times\mathbf E=-\mathbf E\times\mathbf p\). The square bracket is \(-i\nabla\cdot\mathbf E-2i\boldsymbol\sigma\cdot(\mathbf E\times\mathbf p)\), and multiplication by \(-i\mu\) gives

\[
(p^2+U)\varphi=k^2\varphi,\qquad
U=\mu^2E^2-\mu\nabla\cdot\mathbf E-2\mu\,\boldsymbol\sigma\cdot(\mathbf E\times\mathbf p).
\]

No expansion in velocity has been made.

Since \((\nabla^2+k^2)\varphi=U\varphi\), the outgoing Green function \(-e^{ik|\mathbf r-\mathbf r'|}/(4\pi|\mathbf r-\mathbf r'|)\) gives, in first Born approximation,

\[
f=-\frac1{4\pi}\langle\mathbf k'|U|\mathbf k\rangle ,
\]

with plane waves of unit amplitude. For a free wave \(|\chi|^2=k^2|\varphi|^2/(\varepsilon+m)^2\) in every direction, so the lower spinor scales incident and scattered flux equally. The cross section is therefore given by \(f\) acting on \(\varphi\), which is the rest-frame spinor.

Let \(\mathbf Q=\mathbf k'-\mathbf k\). The field is \(\mathbf E=-\nabla(Ze/r)\), and \(1/r\) has the transform \(4\pi/Q^2\). Integration by parts gives

\[
\tilde{\mathbf E}(\mathbf Q)=\int e^{-i\mathbf Q\cdot\mathbf r}\,\mathbf E\,d^3r=-\frac{4\pi iZe}{Q^2}\,\mathbf Q .
\]

With \(\mathbf Q\times\mathbf k=-\mathbf k\times\mathbf k'\), the spin-orbit element is

\[
\langle\mathbf k'|\boldsymbol\sigma\cdot(\mathbf E\times\mathbf p)|\mathbf k\rangle
=\boldsymbol\sigma\cdot(\tilde{\mathbf E}\times\mathbf k)
=\frac{4\pi iZe}{Q^2}\,\boldsymbol\sigma\cdot(\mathbf k\times\mathbf k').
\]

The factors \(-1/4\pi\) and \(-2\mu\), with \(|\mathbf k\times\mathbf k'|=2k^2\sin\frac\theta2\cos\frac\theta2\) and \(Q^2=4k^2\sin^2\frac\theta2\), give

\[
f_{\rm so}=\frac{2ib}{Q^2}\,\boldsymbol\sigma\cdot(\mathbf k\times\mathbf k')
=ib\cot\frac\theta2\;\boldsymbol\sigma\cdot\mathbf n .
\]

The divergence term has \(\nabla\cdot\mathbf E=4\pi Ze\,\delta^3(\mathbf r)\) and contributes \(+b\). Thus

\[
f_{\rm em}=b\left[1+i\cot\frac\theta2\;\boldsymbol\sigma\cdot\mathbf n\right].
\]

The term \(\mu^2E^2\) is formally of second order and has been dropped. For a strict point charge its plane-wave matrix element diverges at the origin, and dropping it is not justified in the lowest partial waves. A nucleus spreads the charge over a radius much larger than \(|b|\), which removes the divergence. The first-order results are meant in this sense, for \(Q\) small compared with the inverse of that radius. At larger \(Q\) the form factor of the charge multiplies both terms.

The word "spin-flip" depends on the basis. Take \(\mathbf k\) along \(z\) and \(\mathbf n\) along \(y\). Then \(i\sigma_y\) is real and purely off-diagonal: spins quantized along \(\mathbf k\) are flipped, with a real matrix element. Spins quantized along \(\mathbf n\) are not flipped. What is imaginary is the coefficient of \(\boldsymbol\sigma\cdot\mathbf n\).

## Second derivation: moving moment and partial waves

Now let the particle be slow. In its rest frame the charge produces the magnetic field \(\mathbf B'=-\mathbf v\times\mathbf E\). The energy \(-\mu\boldsymbol\sigma\cdot\mathbf B'\), with \(\mathbf v=\mathbf p/m\), is

\[
V=\frac{\mu}{m}\boldsymbol\sigma\cdot(\mathbf p\times\mathbf E)
=-\frac{\mu}{m}\boldsymbol\sigma\cdot(\mathbf E\times\mathbf p)
=-\frac{b}{m}\frac{\boldsymbol\sigma\cdot\mathbf L}{r^3},
\]

because \(\mathbf E\times\mathbf p=Ze\,\mathbf L/r^3\). Thomas precession is negligible. Its energy is of size \(va\), and the only acceleration of a neutral particle comes from \(V\) itself, \(a\sim V/(mr)\), so the term is smaller than \(V\) by about \(v/(mr)\).

From \(\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\tfrac34\), its eigenvalue is \(\lambda=l\) for \(j=l+\frac12\) and \(\lambda=-(l+1)\) for \(j=l-\frac12\). The radial function \(u\) obeys

\[
u''+\left[k^2-\frac{l(l+1)}{r^2}-U_\lambda\right]u=0,\qquad U_\lambda=2mV=-\frac{2b\lambda}{r^3}.
\]

Let \(u_0=kr\,j_l(kr)\) be the free solution. The two equations give \((u_0u'-uu_0')'=U_\lambda uu_0\). The bracket vanishes at the origin and tends to \(-k\sin\delta\) at infinity, where \(u\to\sin(kr-l\pi/2+\delta)\). To first order, with \(x=kr\),

\[
\delta=-\frac1k\int_0^\infty U_\lambda u_0^2\,dr=2bk\lambda\int_0^\infty\frac{j_l^2(x)}{x}\,dx .
\]

For the integral, multiply \(u_0''+[1-l(l+1)/x^2]u_0=0\) by \(2u_0'\), where primes now mean \(d/dx\):

\[
\frac{d}{dx}\left(u_0'^2+u_0^2\right)=\frac{l(l+1)}{x^2}\frac{d}{dx}u_0^2 .
\]

Integrate from 0 to \(\infty\). For \(l\ge1\) the left side gives 1. On the right, integration by parts has no boundary term and leaves \(2l(l+1)\int u_0^2x^{-3}dx\). Since \(u_0=xj_l\), the integral needed is \(1/[2l(l+1)]\), and

\[
\delta_\lambda=\frac{bk\lambda}{l(l+1)},\qquad \delta_+=\frac{bk}{l+1},\qquad \delta_-=-\frac{bk}{l},
\]

where \(\pm\) means \(j=l\pm\frac12\). The s wave has no spin-orbit phase.

The projectors on the two values of \(j\) are \((l+1+\boldsymbol\sigma\cdot\mathbf L)/(2l+1)\) and \((l-\boldsymbol\sigma\cdot\mathbf L)/(2l+1)\). They act on \(P_l(\hat{\mathbf k}\cdot\hat{\mathbf k}')\), with \(\hat{\mathbf k}'=\hat{\mathbf r}\), where \(\mathbf L=-i\mathbf r\times\nabla\) gives

\[
\mathbf L P_l=-i\,\hat{\mathbf k}'\times\hat{\mathbf k}\,P_l'=i\,\mathbf n\sin\theta\,P_l'(\cos\theta).
\]

With \(a_\pm=(e^{2i\delta_\pm}-1)/(2ik)\simeq\delta_\pm/k\), the amplitude is

\[
f=\sum_l\left[(l+1)a_++l\,a_-\right]P_l+i\boldsymbol\sigma\cdot\mathbf n\sum_{l\ge1}(a_+-a_-)\sin\theta\,P_l' .
\]

The first bracket is \(b-b=0\). In the second sum, \(a_+-a_-=b(2l+1)/[l(l+1)]\). The Legendre identity

\[
(1-x^2)P_l'(x)=\frac{l(l+1)}{2l+1}\left(P_{l-1}-P_{l+1}\right),\qquad x=\cos\theta,
\]

makes the sum telescope:

\[
(1-x^2)\sum_{l=1}^{N}\frac{2l+1}{l(l+1)}P_l'=1+x-P_N-P_{N+1}\;\longrightarrow\;1+x\qquad(|x|<1).
\]

Division by \(\sin\theta\) gives \((1+\cos\theta)/\sin\theta=\cot(\theta/2)\), so again \(f_{\rm so}=ib\cot(\theta/2)\,\boldsymbol\sigma\cdot\mathbf n\).

## What each derivation assumes

Both take the charge as fixed and work to first order in \(\mu\). The first makes no expansion in velocity. As a Born approximation it needs small phases, for which \(|b|k\ll1\) is sufficient when the charge is spread as described above. It also yields the contact term \(b\), which the moving-moment picture misses. Its price is the use of plane waves everywhere, even at the nucleus, where the strong force distorts them.

The second obtains its potential for slow particles. The squared Dirac–Pauli equation contains the same \(-2b\lambda/r^3\) at any speed, so the partial-wave sum itself is not so restricted. It requires small phases, hence \(|b|k\ll1\), and for the lowest waves also a charge spread over a radius much larger than \(|b|\) but much smaller than \(1/k\). It shows that the growth at small angles comes from many large \(l\).

This permits a nucleus to be added. Suppose its force is spin-independent and multiplies the waves \(l\le l_N\simeq kR\) by \(S_l\), where \(R\) is its radius. As a model for these waves, take \(S_l e^{2i\delta_\pm}\) as the complete S-matrix element. To first order in \(b\) the coefficient of \(i\boldsymbol\sigma\cdot\mathbf n\) becomes

\[
h=b\left[\cot\frac\theta2-\sum_{l=1}^{l_N}(1-S_l)\frac{2l+1}{l(l+1)}\sin\theta\,P_l'\right].
\]

Since \(P_l'(1)=l(l+1)/2\), for equal \(S_l=S\) the correction relative to \(2/\theta\) has size \(|1-S|\,l_N(l_N+2)\theta^2/4\). It is negligible for \(\theta\ll1/(kR)\). A different treatment of the inner waves changes a finite number of terms, each vanishing as \(\sin\theta\). A real nucleus also has a spin-orbit force of its own, which splits \(S_l\) into \(S_{l\pm}\). Its contribution to \(h\) is not proportional to \(b\). Relative to \(2|b|/\theta\) it has size \(\theta^2\,|\sum_l l(l+1)(S_{l+}-S_{l-})|/(8k|b|)\), and this must be small as well, which can be a stricter condition than \(\theta\ll1/(kR)\). At small angles, therefore,

\[
f=g+ih\,\boldsymbol\sigma\cdot\mathbf n,\qquad h=b\cot\frac\theta2,
\]

with the nuclear amplitude and the contact term, as modified by the nucleus, together in \(g\).

## Polarization from interference

For an unpolarized beam the outgoing spin state is proportional to \(ff^\dagger\). With \(h\) real,

\[
ff^\dagger=|g|^2+h^2+ih(g^*-g)\,\boldsymbol\sigma\cdot\mathbf n
=|g|^2+h^2+2h\,{\rm Im}\,g\;\boldsymbol\sigma\cdot\mathbf n .
\]

Half the trace is the intensity, and the polarization along \(\mathbf n\) is

\[
P=\frac{2h\,{\rm Im}\,g}{|g|^2+h^2}.
\]

Spins along \(\pm\mathbf n\) scatter with amplitudes \(g\pm ih\). The imaginary part of \(g\) is in phase or in antiphase with \(ih\), while the real part is in quadrature and does not interfere. The nucleus and the moment thus act as a spin filter, and a beam fully polarized along the normal to the scattering plane shows a left-right asymmetry of the same value.

An imaginary part does not require absorption. For the nuclear part alone, \(g=\frac{i}{2k}\sum(2l+1)(1-S_l)P_l\). Its elastic and reaction cross sections are \(\frac{\pi}{k^2}\sum(2l+1)|1-S_l|^2\) and \(\frac{\pi}{k^2}\sum(2l+1)(1-|S_l|^2)\). Their sum is

\[
\sigma_t=\frac{2\pi}{k^2}\sum_l(2l+1)(1-{\rm Re}\,S_l)=\frac{4\pi}{k}\,{\rm Im}\,g(0),
\]

so elastic scattering alone also supplies \({\rm Im}\,g(0)>0\).

Near the forward direction \(g\) may be taken constant. Because \(|g|^2+h^2\ge2|g||h|\), the largest polarization occurs at \(|h|=|g|\):

\[
\tan\frac{\theta_m}2=\frac{|b|}{|g|},\qquad |P|_{\max}=\frac{{\rm Im}\,g}{|g|},\qquad
P={\rm sgn}(b)\,\frac{{\rm Im}\,g}{|g|}\,\frac{2t}{1+t^2},
\]

with \(t=\tan(\theta/2)/\tan(\theta_m/2)\). Well below \(\theta_m\) the moment dominates and \(P\simeq\theta\,{\rm Im}\,g/b\). Well above it the nucleus dominates and \(P\simeq4b\,{\rm Im}\,g/(\theta|g|^2)\).

The bare charge cannot be used down to \(\theta=0\), where \(\int h^2d\Omega\simeq8\pi b^2\int d\theta/\theta\) diverges. If electrons screen the potential to \(Ze\,e^{-\kappa r}/r\), its transform is \(4\pi Ze/(Q^2+\kappa^2)\), and \(h\) acquires the factor \(Q^2/(Q^2+\kappa^2)\). The law for the bare charge therefore needs \(\theta\gg\kappa/k\).

## A 1 MeV neutron and a charge of 80

Lengths are in fm. The neutron moment is \(-1.91304\) nuclear magnetons, which for \(Z=80\) gives \(b=-0.11744\) fm (\(-2.2193\times10^{-6}\) bohr). With \(k=0.21974\) fm\(^{-1}\), \(|b|k=0.026\) is small. For \(l=2\), integrating the radial equation with \(\mu^2E^2\) included changes each of the two phases by less than 1% of its first-order value. The integration stops at \(kr=60\) and so leaves about \(1/(4\cdot60^2)\) out of the integral \(1/12\), or 0.08% of each phase.

The nuclear model is \(S_0=S_1=-0.4i\), with \(S_l=1\) above. Since \(\sum_{l\le1}(2l+1)=4\),

\[
g(0)=\frac{2i}{k}(1+0.4i)=\frac{2}{k}(-0.4+i)=(-3.641+9.102\,i)\ \text{fm},\qquad |g(0)|=9.803\ \text{fm}.
\]

The small contact term is counted as part of this model amplitude. The elastic and reaction cross sections, 301.9 and 218.6 fm², add to 520.5 fm², in agreement with the optical theorem. Then

\[
\theta_m\simeq\frac{2(0.11744)}{9.803}=0.02396\ \text{rad}=1.373^\circ,\qquad
|P|_{\max}=\frac{9.102}{9.803}=0.9285 .
\]

Because \(b<0\), \(P\) is negative at small angles: the scattered neutrons have spins mostly opposite to \(\mathbf k\times\mathbf k'\). A black nucleus, \(S_0=S_1=0\), has purely imaginary \(g\). At \(1.48^\circ\) the amplitude for one spin direction cancels, and the small-angle law gives \(|P|=1\). The lossless choice \(S_0=S_1=-i\) still gives 0.707, at \(1.05^\circ\).

The full partial-wave sum for the first model tests the law:

| \(\theta\) | small-angle law | partial waves |
|---|---|---|
| 0.2° | −0.2649 | −0.2658 |
| 1.373° | −0.9285 | −0.9288 |
| 5° | −0.4738 | −0.4720 |
| 30° | −0.0829 | −0.0709 |

The difference at \(0.2^\circ\) is of second order in \(b\). Expanding \(a_\pm\) to \(\delta_\pm^2\) adds \(b^2k\sum_{l\ge2}[1/l+1/(l+1)]P_l\) to \({\rm Im}\,g\). The sum grows as \(2\ln(1/\theta)\), so the addition is about 0.03 fm, or 0.3% of \({\rm Im}\,g\), as seen in \(P\).

At \(30^\circ\) two changes matter. The nuclear amplitude has fallen by the factor \((1+3\cos\theta)/4=0.90\), and the inner-wave correction changes \(h\) to \(b[3.73-0.75(1+0.4i)]=(-0.350+0.035i)\) fm. For complex \(h\) the spin trace gives \(P=2\,{\rm Im}(gh^*)/(|g|^2+|h|^2)\), which is then \(-0.071\), the partial-wave value. This row belongs to the model and not to a real nucleus, whose d wave and spin-orbit force matter at such angles. Woods–Saxon potentials for \(A=200\) with depths of 46 and 49 MeV and a 6 MeV spin-orbit term give \(P(30^\circ)\) of about \(-0.04\) and \(+0.04\). At \(1.37^\circ\) both still follow the small-angle law, taken with their own \(g(0)\), within 0.001.

The table uses the first-order phases \(\delta_\pm\) derived for a point charge. They stand for a spread charge: for a strict point with \(\mu^2E^2\) kept and \(b<0\), the phase for \(l=1\), \(j=\frac12\) is about \(+0.98\,bk\) instead of \(-bk\). A nucleus with \(Z=80\) has a radius near 7 fm, larger than \(1/k=4.55\) fm, so the condition stated above for the lowest waves is not met. Spreading the charge uniformly over this radius, with the contact term of \(l=0,1\) still counted inside \(S_0\) and \(S_1\), nevertheless changes the tabulated partial-wave values of \(P\) by less than 0.001. The size of this change depends on the model: for \(S_0=S_1=-i\) it is 0.002 at \(30^\circ\).

The table also leaves out screening. Take the exponential model with the Thomas–Fermi length \(1/\kappa=10873\) fm. Since \(1/Q=190\) fm at \(\theta_m\), \(h\) is reduced there by \(3\times10^{-4}\) of itself. At \(0.2^\circ\) the reduction is 1.4%, which changes \(P\) by more than the second-order effect above, and at \(0.024^\circ\) \(h\) is halved. The exponential is only a rough model: the electron density of a Thomas–Fermi atom gives a reduction of about \(3\times10^{-3}\) at \(\theta_m\), which is still small, and about 4.5% at \(0.2^\circ\). Further in, the screened \(h\simeq2bkQ/(Q^2+\kappa^2)\) falls to zero from a largest size \(|b|k/\kappa\simeq280\) fm. It must pass \(|h|=|g|\) again, so in this screening model \(|P|\) has a second maximum before vanishing in the forward direction. The remaining values are in the numerical output.

## Calculated quantities

```
charge number Z                       80
neutron kinetic energy                1.0 MeV
neutron moment                        -1.91304 mu_N
wave number k                         0.21974 1/fm
Schwinger length b = Z e mu           -0.11744 fm
same length                           -2.2193e-06 bohr
expansion parameter |b| k             0.02581
20 deg, spin along k: non-flip        -0.11744 fm
20 deg, spin along k: flip size       0.66602 fm
l=2, lambda=+2: Born, exact phase   -0.008602, -0.008575 rad
l=2, lambda=-3: Born, exact phase   0.012903, 0.012969 rad
nuclear g(0), real part               -3.6407 fm
nuclear g(0), imaginary part          9.1017 fm
nuclear |g(0)|                        9.8028 fm
nuclear elastic cross section         301.89 fm^2
nuclear reaction cross section        218.61 fm^2
nuclear total cross section           520.50 fm^2
angle of largest |P|, theta_m         0.02396 rad
same angle                            1.3727 deg
intensity |g|^2+h^2 at theta_m        192.19 fm^2/sr
model S=-0.4i  angle, largest |P|     1.3727 deg, 0.9285
black S=0      angle, largest |P|     1.4785 deg, 1.0000
lossless S=-i  angle, largest |P|     1.0455 deg, 0.7071
theta (deg), h (fm), P small-angle law, P partial waves
    0.2000   -67.2868   -0.2649   -0.2658
    0.5000   -26.9146   -0.5971   -0.5985
    1.3727    -9.8028   -0.9285   -0.9288
    2.0000    -6.7280   -0.8664   -0.8659
    5.0000    -2.6898   -0.4738   -0.4720
   10.0000    -1.3423   -0.2496   -0.2459
   30.0000    -0.4383   -0.0829   -0.0709
Thomas-Fermi screening length         10873 fm
1/Q at theta_m                        189.9 fm
1 - screening factor at theta_m       3.05e-04
angle where screening halves field    0.0240 deg
```
